# DFT+DMFT forces and the projector term from a stationary functional

## 1. Result

Let $x$ be a bond length, $h(x)$ the one-electron matrix in a fixed orthonormal basis, and let the columns $\chi_i(x)$ of $P(x)$ be real, orthonormal correlated orbitals, one per site. Let $\Delta=\Sigma_{\rm imp}-V_{\rm dc}$ be the impurity self-energy minus the double-counting potential. At self-consistency the force is

$$
F=-\mathrm{Tr}\,[G\,h']-\mathrm{Tr}\,[G(P'\Delta P^T+P\Delta P'^T)]-\left.\frac{\partial E_D}{\partial x}\right|_\rho-E_{\rm core}' . \tag{1}
$$

A prime means $d/dx$. The second term is the projector force $F_P$. No derivative of $G$, $\Delta$ or the density $\rho$ appears.

Here $\mathrm{Tr}=T\sum_n e^{i\omega_n0^+}\sum_\sigma\mathrm{tr}$, with $\omega_n=(2n+1)\pi T$, $k_B=1$ and $\beta=1/T$. Spin is degenerate. If $D=T\sum_n e^{i\omega_n0^+}G(i\omega_n)$ is the density matrix per spin, then $\mathrm{Tr}\,GM=2\,\mathrm{tr}\,DM$ for every static matrix $M$.

Three assumptions matter. The basis does not move with the atoms (the orbitals of the dimers below do, but they stay orthonormal, the site charges are defined in these orbitals so that their matrices do not depend on $x$, and $h'$ there is the derivative of the full matrix elements, which includes this motion); $U$ and the form of the double counting do not depend on $x$; and $P$ depends on $x$ explicitly, not through the density or the Kohn–Sham potential.

## 2. The functional

Let $N_i$ be the unit matrix on site $i$ and zero elsewhere, and let $\hat v=\sum_i v_iN_i$. In a continuum calculation $v_i$ and $\rho_i$ become $v(\mathbf r)$ and $\rho(\mathbf r)$. Define

$$
G^{-1}=i\omega_n+\mu-h-\hat v-P\Delta P^T ,
$$

$$
\Gamma=-\mathrm{Tr}\ln(-G^{-1})-\mathrm{Tr}\,\Delta G_c+\Phi[G_c]-E_{\rm dc}[n_c]-\sum_i v_i\rho_i+E_D[\rho;x]+E_{\rm core}(x). \tag{2}
$$

$\Phi$ is the Luttinger–Ward functional of the local Green function $G_c$, and $E_D$ holds the electrostatic and exchange-correlation energy. The arguments $G_c,\Delta,\rho,v$ are independent; $G$ is shorthand for the inverse above. At the solution, the terms $-\mathrm{Tr}\,\Delta G_c$ and $-\sum_i v_i\rho_i$ cancel, to first order, what $\Delta$ and $v$ add to the logarithmic term; the interaction itself enters through $\Phi-E_{\rm dc}$ and $E_D$.

For any change of $G^{-1}$, $\delta\,\mathrm{tr}\ln(-G^{-1})=\mathrm{tr}(G\,\delta G^{-1})$. Since $h$, $\hat v$ and $\Delta$ enter $G^{-1}$ with a minus sign,

$$
\delta[-\mathrm{Tr}\ln(-G^{-1})]=+\mathrm{Tr}\,[G\,\delta(h+\hat v+P\Delta P^T)]. \tag{3}
$$

The four variations are now direct:

- $\delta G_c$: $\;-\mathrm{Tr}\,\Delta\,\delta G_c+\delta(\Phi-E_{\rm dc})=0$, so $\Delta=\delta(\Phi-E_{\rm dc})/\delta G_c$.
- $\delta\Delta_i$: $\;\mathrm{Tr}[G\chi_i\,\delta\Delta_i\,\chi_i^T]-\mathrm{Tr}[\delta\Delta_i\,G_{c,i}]=0$, so $G_{c,i}=\chi_i^TG\chi_i$.
- $\delta v_i$: $\;\mathrm{Tr}\,GN_i-\rho_i=0$, so $\rho_i$ is the lattice charge.
- $\delta\rho_i$: $\;-v_i+\partial E_D/\partial\rho_i=0$.

These are the DFT+DMFT equations with full charge self-consistency.

## 3. The force

Collect the four variables in $X$, with solution $X_*(x)$. The chain rule gives

$$
\frac{d\Gamma}{dx}=\left.\frac{\partial\Gamma}{\partial x}\right|_{X_*}+\frac{\partial\Gamma}{\partial X}\frac{dX_*}{dx}
=\left.\frac{\partial\Gamma}{\partial x}\right|_{X_*},
$$

because $\partial\Gamma/\partial X=0$. The explicit dependence sits in $h$, $P$, $E_D$ and $E_{\rm core}$. By (3), the logarithm contributes $\mathrm{Tr}[Gh']+\mathrm{Tr}[G(P'\Delta P^T+P\Delta P'^T)]$. With $F=-d\Gamma/dx$ this is (1).

This is the force at fixed $\mu$. The explicit $\mu$-derivative of (2) is $-\mathrm{Tr}\,G=-N$. At fixed $N$ the free energy is $\Gamma+\mu N$, and its derivative is

$$
\left.\frac{\partial\Gamma}{\partial x}\right|_\mu+\left(\frac{\partial\Gamma}{\partial\mu}+N\right)\frac{d\mu}{dx}=\left.\frac{\partial\Gamma}{\partial x}\right|_\mu ,
$$

so both forces agree.

**Imperfect convergence.** For $X=X_*+\delta X$, the error of $\Gamma$ starts at $\tfrac12\,\delta X\,\Gamma_{XX}\,\delta X$. The error of the explicit derivative starts at $\Gamma_{xX}\,\delta X$. Forces therefore need a tighter self-energy than energies do.

**Where (1) fails.** If the density, and with it $v$, is frozen after a DFT run, the lattice charge differs from $\rho_i$. Then $\partial\Gamma/\partial v_i$ does not vanish and its product with $dv_i/dx$ is missing. With a solver whose self-energy is not the derivative of the $\Phi$ in use, it is $\delta\Gamma/\delta G_c$ that does not vanish, and a term is missing in the same way. A projector built from Kohn–Sham states depends on $v$, which changes the third stationarity condition. A basis whose overlap matrix changes with $x$, or a $U(x)$, adds explicit derivatives. So does a moving orthonormal basis in which the matrices $N_i$ (in a continuum calculation, the matrix elements of $v(\mathbf r)$) depend on $x$: by (3) the force then gains $-\sum_i v_i\,\mathrm{Tr}\,GN_i'$.

## 4. The projector force

Split $\Delta_i(i\omega)=\Delta_i^\infty+\Delta_i^{\rm dyn}(i\omega)$, where the second part vanishes at high frequency. The two terms in $F_P$ are transposes of each other and $G$ is symmetric, so they contribute equally:

$$
F_P=-4\sum_i\Delta_i^\infty\,\chi_i^TD\chi_i'-4T\sum_{i,n}\Delta_i^{\rm dyn}(i\omega_n)\,\chi_i^TG(i\omega_n)\chi_i' . \tag{4}
$$

The factor 4 is two for spin times two for the equal terms. The first sum needs only the density matrix; the second needs the frequency-dependent Green function. Physically, $F_P$ is minus the change of the grand potential $\Gamma$ per unit bond length when the orbital that feels the self-energy changes shape within a fixed basis, with the self-energy itself held fixed.

Once the density matrix $D$ of the interacting $G$ is known, no further frequency sum is needed if the turning of the orbitals is written with an orthogonal matrix, $P(x)=R(x)P_0$. Differentiating $RR^T=1$ shows that $A=R'R^T$ is antisymmetric, and $P'=AP$. Hence, at fixed $\Delta$,

$$
(P\Delta P^T)'=AP\Delta P^T-P\Delta P^TA=[A,P\Delta P^T].
$$

In a finite basis, cyclicity of the trace gives, at each frequency,

$$
\mathrm{tr}(G[A,G^{-1}])=\mathrm{tr}(GAG^{-1})-\mathrm{tr}(A)=0 .
$$

Insert $G^{-1}$. The number $i\omega_n+\mu$ commutes with $A$, which leaves $\mathrm{tr}\,G[A,P\Delta P^T]=-\mathrm{tr}\,G[A,h+\hat v]$. Therefore

$$
F_P=-\mathrm{Tr}\,G[A,P\Delta P^T]=2\,\mathrm{tr}\,(D[A,h+\hat v]). \tag{5}
$$

Two consequences follow. If $\Delta=0$, $D$ is a function of $h+\hat v$ and commutes with it; then $\mathrm{tr}\,D[A,h+\hat v]=\mathrm{tr}\,A[h+\hat v,D]=0$, as it must be.

Secondly, the split between Hamiltonian and projector force depends on the frame. Suppose $A$ turns orbitals within each site, so that $[A,\hat v]=0$. In the frame that turns with the orbitals, $\tilde h=R^ThR$ and the projector is constant. From $R'=AR$ and $R'^T=-R^TA$,

$$
\tilde h'=R^T(h'+[h,A])R,\qquad -\mathrm{Tr}\,\tilde G\tilde h'=-\mathrm{Tr}\,Gh'+\mathrm{Tr}\,G[A,h].
$$

The last term is $F_P$, now hidden in the derivative of the one-electron matrix. The sum is the same in both frames.

## 5. An impurity functional that can be evaluated

For the numbers, $\Phi$ is cut after second order in $U$. The first-order term is $U\sum_i n_{i\uparrow}n_{i\downarrow}$. The second-order term of the grand potential is $-\tfrac12\int_0^\beta d\tau\,\langle V(\tau)V(0)\rangle_c$. Its skeleton part contains one density correlation $-G_i(\tau)G_i(-\tau)=G_i(\tau)G_i(\beta-\tau)$ for each spin, so

$$
\Phi_2=-\frac{U^2}{2}\sum_i\int_0^\beta d\tau\,G_i(\tau)^2G_i(\beta-\tau)^2 .
$$

On variation the four factors contribute equally after $\tau\to\beta-\tau$, giving $\delta\Phi_2=-2U^2\sum_i\int G_i(\tau)^2G_i(\beta-\tau)\,\delta G_i(\beta-\tau)\,d\tau$. On the other hand, $\mathrm{Tr}\,\Sigma\,\delta G=-2\sum_i\int\Sigma_i(\tau)\,\delta G_i(\beta-\tau)\,d\tau$, where the 2 is spin and the minus sign comes from $\delta G(-\tau)=-\delta G(\beta-\tau)$. Comparison gives

$$
\Sigma_i^{\rm dyn}(\tau)=U^2G_i(\tau)^2G_i(\beta-\tau).
$$

With $E_{\rm dc}=\sum_iUn_i(n_i-1)/2$, the static part is $\Delta_i^\infty=Un_i/2-U(n_i-\tfrac12)=U(1-n_i)/2$. This impurity treatment is conserving, but it is a weak-coupling approximation to DMFT.

## 6. Check on the plain Hubbard dimer

Take one fixed orbital per site, hopping $t(x)=t_0e^{-\kappa(x-x_0)}$, half filling $\mu=U/2$, and neither density functional nor double counting. Then $P'=0$ and the whole force comes from $t'=-\kappa t$. Use $t_0=0.20$ Ry, $\kappa=0.50$ bohr$^{-1}$, $x=x_0=3.00$ bohr, $U=0.40$ Ry and $T=0.02$ Ry, so $t'=-0.10$ Ry/bohr.

At $T=0$ the covalent and ionic singlets are coupled by $-2t$ and differ by $U$ in energy. The lower eigenvalue and its force are

$$
E=\frac{U-\sqrt{U^2+16t^2}}{2},\qquad F=\frac{8tt'}{\sqrt{U^2+16t^2}} .
$$

This gives $-0.16/\sqrt{0.80}=-0.1789$ Ry/bohr, in agreement with exact diagonalization at the finite temperature used. The limits are $F\to2t'$ for $U\ll t$, a full bond, and $F\to8tt'/U$ for $U\gg t$, the force of the exchange energy $-4t^2/U$.

The local functional gives $-0.1888$ Ry/bohr, and a finite difference of its own $\Gamma$ confirms that value. The hopping term of (1) is thus right for this functional, while the functional itself misses part of the correlation. The size of that part can be found at order $U^2$. By stationarity, the free Green function may be used in $\Phi_2$ at this order. At $T=0$ and for $\tau>0$, $G_{11}(\tau)=-\tfrac12e^{-t\tau}$ and $G_{11}(-\tau)=\tfrac12e^{-t\tau}$. For the two sites,

$$
\Phi_2^{\rm loc}=-\frac{U^2}{2}\cdot2\cdot\frac1{16}\int_{-\infty}^{\infty}e^{-4t|\tau|}d\tau=-\frac{U^2}{32t}.
$$

The site-off-diagonal terms have $|G_{12}|=|G_{11}|$ and add the same amount. The sum $-U^2/(16t)$ is the second-order term of $E$. A local self-energy therefore captures half of the leading correlation correction to this force.

At $U=2t$ higher orders matter as well: the leading term alone would weaken the attraction by $-U^2t'/(16t^2)=0.025$ Ry/bohr. Interaction weakens the exact attraction by $0.2000-0.1789=0.0211$ Ry/bohr. The local functional gives $0.0112$, or 53% of it. Adding the off-diagonal second-order terms gives $0.0154$, or 73%; the rest lies beyond the second-order skeleton.

A separate test checks the sign and prefactor of $\Phi_2$. It is not a reliable check of those of $\Sigma$: since $\Gamma$ is stationary, an error there enters only at order $U^4$, the order of the error being measured, and so changes its coefficient without adding a $U^2$ term. The slope of $\Gamma$ in the Green function, reported in part 7, covers that. At half filling, a particle–hole transformation of one spin, with a sign change on one site, maps $U\to-U$ in $U\sum_i(n_{i\uparrow}-\tfrac12)(n_{i\downarrow}-\tfrac12)$ and keeps the hopping. Apart from a trivial linear constant, the grand potential is even in $U$. With all second-order terms included, its error should thus start at $U^4$. Doubling $U$ from 0.05 to 0.10 Ry multiplies the error by 15.4, near $2^4$; a clearly wrong coefficient in $\Phi_2$ would leave an error of order $U^2$ and a ratio near 4.

## 7. A dimer whose correlated orbitals turn

Now each site has an orbital $s$ and a polarization orbital $p$, 0.80 Ry higher. The site levels are $+0.05$ and $-0.05$ Ry, so the density must adjust. The matrix elements between the sites are $-0.20$ ($ss$), $-0.08$ ($sp$) and $-0.05$ Ry ($pp$) at $x_0$, all decaying with $\kappa$. The correlated orbital is

$$
\chi=\cos\theta\,s+\sin\theta\,p,\qquad \theta=0.30\,e^{-0.60(x-x_0)},
$$

with $x$ in bohr. At $x_0$, $\theta'=-0.18$ rad/bohr. The density functional is

$$
E_D=\tfrac12W(0)\sum_i(\rho_i-1)^2+W(x)(\rho_1-1)(\rho_2-1)-c\sum_i\rho_i^{4/3},
$$

with $W(x)=2/\sqrt{x^2+a^2}$ in Ry, $a=2.50$ bohr and $c=0.15$ Ry. The core repulsion is $0.12\,e^{-1.50(x-x_0)}$ Ry. $U$ and $T$ are as before, and $\mu=-0.21$ Ry. These are model parameters, not those of a material.

At $x_0$ the site charges are 0.831 and 1.168. The correlated occupations 0.795 and 1.112 give static parts $0.20(1-0.795)=0.041$ Ry and $0.20(1-1.112)=-0.022$ Ry.

Two force terms can be followed by hand. The core gives $0.12\times1.50=0.1800$ Ry/bohr. For the density term, $W'(x_0)=-2x_0/(x_0^2+a^2)^{3/2}=-0.1008$ Ry/bohr, so

$$
-W'(\rho_1-1)(\rho_2-1)=0.1008\times(-0.1686)\times0.1684=-0.0029\ \text{Ry/bohr}.
$$

Opposite site charges attract. The sum of all terms, in Ry/bohr, is

$$
F=\underbrace{-0.20073}_{h'}+\underbrace{0.00276}_{F_P}\underbrace{-0.00286}_{E_D}+\underbrace{0.18000}_{\rm core}=-0.0208 .
$$

This is $-0.535$ eV/Å, of which the projector force is $+0.071$ eV/Å. A finite difference of $\Gamma$, with all variables reconverged at each length, agrees with the formula to about $10^{-9}$ Ry/bohr. The slopes of $\Gamma$ in its independent variables also vanish within numerical accuracy, and scaling up the dynamic self-energy by twice as much multiplies the error of $\Gamma$ by 4.00 and that of the force by 2.00, as derived in part 3.

The projector force consists of $-0.00049$ (static) and $+0.00325$ Ry/bohr (dynamic). Keeping the static part alone would give the wrong sign here. The commutator formula (5), which uses no self-energy explicitly, gives the same sum, $0.00276$ Ry/bohr.

## 8. Effect on the bond length

$F_P$ is 1.4% of the hopping force in magnitude, but 13% of the net force at $x_0$, because the large terms nearly cancel. Near equilibrium such cancellation is unavoidable, so a small missing term moves the structure.

The zero of the full force lies at 2.881 bohr and coincides with the minimum of $\Gamma$. Without $F_P$ the zero moves to 2.869 bohr, where $\Gamma$ is not stationary in $x$. To leading order, with stiffness $k$, the incomplete force vanishes where $-k(x-x_{\rm eq})-F_P=0$, or

$$
x-x_{\rm eq}=-\frac{F_P}{k}\approx-\frac{0.00276}{0.198}=-0.014\ \text{bohr}.
$$

The actual shift is $-0.012$ bohr. The estimate takes $F_P$ from $x_0$ instead of the equilibrium length and neglects its slope, so agreement in sign and size is what can be expected. The magnitude and sign belong to this model: by (4), $F_P$ depends on how fast the correlated orbital changes shape, on the self-energy acting on it, and on the element $\chi_i^TG\chi_i'$ that links the orbital to its change. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
kT = 0.020 Ry (3158 K); U = 0.40 Ry
reference length x0 = 3.00 bohr; mu = -0.21 Ry
hopping ss, sp, pp at x0 = 0.20, 0.08, 0.05 Ry
hopping decay = 0.50 1/bohr
site levels = +/-0.05 Ry; p above s by 0.80 Ry
theta(x0) = 0.30 rad; its decay = 0.60 1/bohr
Coulomb softening = 2.50 bohr; xc strength = 0.15 Ry
core repulsion = 0.12 Ry; decay = 1.50 1/bohr
-- plain Hubbard dimer, half filled, at x0 --
Gamma error, nonlocal 2nd order, U=0.05: 2.259e-06 Ry
Gamma error, nonlocal 2nd order, U=0.10: 3.485e-05 Ry
ratio of these errors = 15.43
force, U = 0 = -0.199982 Ry/bohr
force, local 2nd order = -0.188811 Ry/bohr
same by finite difference = -0.188811 Ry/bohr
force, nonlocal 2nd order = -0.184542 Ry/bohr
force, exact diagonalization = -0.178882 Ry/bohr
-- dimer with turning correlated orbitals, at x0 --
site charges = 0.83139, 1.16838 electrons
correlated occupations = 0.79508, 1.11185
static Delta = 0.04098, -0.02237 Ry
potential v = -0.23672, -0.16230 Ry
electron number = 1.999767; from dGamma/dmu = 1.999767
Gamma = -0.002438 Ry
slope in static self-energy = 2.2e-08
slope in dynamic self-energy = -1.7e-09
slope in Green function = -9.7e-10
slope in potential = 1.2e-08
slope in density = 7.3e-11
doubling Sigma error: Gamma error x 4.00, force x 2.00
hopping force = -0.200727 Ry/bohr
projector force, static = -0.000487 Ry/bohr
projector force, dynamic = 0.003250 Ry/bohr
projector force, sum = 0.002763 Ry/bohr
projector force, commutator = 0.002763 Ry/bohr
density-functional force = -0.002860 Ry/bohr
core force = 0.180000 Ry/bohr
total force = -0.020825 Ry/bohr
total by finite difference = -0.020825 Ry/bohr
formula minus finite difference = -1.3e-09 Ry/bohr
total force = -0.5354 eV/angstrom
projector force = 0.0710 eV/angstrom
-- structure optimization --
equilibrium length from force = 2.88073 bohr
minimum of Gamma = 2.88073 bohr
length without projector force = 2.86874 bohr
shift from omission = -0.01199 bohr
stiffness at equilibrium = 0.1977 Ry/bohr^2
```
